\section*{Exponential Band Tails from Gaussian Edges with Exponentially Distributed Variance}

\section{From fluctuating variance to an exponential band tail}

A transistor simulation for an amorphous oxide film needs a density of tail states, and someone must decide its shape and its width. Suppose the known quantity is the root-mean-square fluctuation of the conduction-band edge, 30 meV. A Gaussian distribution of edges and an exponential one with this same spread differ by a factor of about 4 at a depth of 100 meV, and by more than $10^5$ at 200 meV. If the edges are Gaussian within each small region, the shape over the whole film depends on how the strength of the disorder varies from place to place. Once a two-sided exponential is chosen, its decay energy follows from the 30 meV.

\subsection{Model and conventions}

Let $x$ be the local conduction-band edge measured from its mean over the film, so that negative $x$ is a locally lowered edge. The film consists of many patches. Three assumptions define the model.

\begin{enumerate}
\item Within a patch, $x$ is Gaussian with mean zero and variance $v$. The mean is the same in all patches.
\item By volume, the patches have variances distributed as
\begin{equation}
W(v)=\frac{1}{\theta}\,e^{-v/\theta},\qquad v>0 .
\label{eq:W}
\end{equation}
\item The film is large enough for an average over patches to be meaningful.
\end{enumerate}

The mean variance $\theta$ is an energy squared. The probability density of $x$ over the whole film follows from the law of total probability:
\begin{equation}
p(x)=\int_0^\infty \frac{e^{-v/\theta}}{\theta}\,
\frac{e^{-x^2/2v}}{\sqrt{2\pi v}}\,dv .
\label{eq:mix}
\end{equation}
The claim is that, for every real $x$,
\begin{equation}
p(x)=\frac{1}{2b}\,e^{-|x|/b},\qquad b=\sqrt{\theta/2}.
\label{eq:laplace}
\end{equation}
``Width'' here means the decay energy $b$. The standard deviation of $x$ is $\sqrt\theta=\sqrt2\,b$, because the mean of $x^2$ is the mean of $v$.

\subsection{Evaluation of the integral}

Put $v=s^2$ with $s>0$. Then $dv=2s\,ds$ and $\sqrt v=s$, so the factor $s$ cancels:
\begin{equation}
p(x)=\frac{2}{\theta\sqrt{2\pi}}\int_0^\infty
\exp\!\left(-\frac{s^2}{\theta}-\frac{x^2}{2s^2}\right)ds .
\label{eq:s}
\end{equation}
For $x\neq0$ define $a=1/\sqrt\theta$ and $c=|x|/\sqrt2$, both positive. Completing the square,
\begin{equation}
a^2s^2+\frac{c^2}{s^2}=\left(as-\frac cs\right)^2+2ac ,
\end{equation}
takes a constant factor $e^{-2ac}$ out of the integral. What remains is
\begin{equation}
J=\int_0^\infty e^{-(as-c/s)^2}ds .
\end{equation}
The variable $u=as-c/s$ rises steadily from $-\infty$ to $\infty$ as $s$ runs from $0$ to $\infty$. Multiplying its definition by $s$ gives $as^2-us-c=0$, whose positive root is
\begin{equation}
s=\frac{u+\sqrt{u^2+4ac}}{2a},\qquad
\frac{ds}{du}=\frac1{2a}\left(1+\frac{u}{\sqrt{u^2+4ac}}\right).
\end{equation}
The second term of $ds/du$ is odd in $u$ and vanishes when integrated against the even function $e^{-u^2}$. Hence
\begin{equation}
J=\frac1{2a}\int_{-\infty}^{\infty}e^{-u^2}du=\frac{\sqrt\pi}{2a}
=\frac{\sqrt{\pi\theta}}2 .
\end{equation}
Since $2ac=|x|\sqrt{2/\theta}=|x|/b$, Eq.~\eqref{eq:s} becomes
\begin{equation}
p(x)=\frac{2}{\theta\sqrt{2\pi}}\,\frac{\sqrt{\pi\theta}}{2}\,e^{-|x|/b}
=\frac{1}{\sqrt{2\theta}}\,e^{-|x|/b}.
\end{equation}
The prefactor is $1/(2b)$, because $2b=2\sqrt{\theta/2}=\sqrt{2\theta}$. At $x=0$ the integral in Eq.~\eqref{eq:s} is the half-Gaussian $\sqrt{\pi\theta}/2$, which gives the same value. This proves Eq.~\eqref{eq:laplace}.

\subsection{Which variance laws give a pure exponential}

For a general variance law $W$, a Gaussian of variance $v$ has the characteristic function $e^{-k^2v/2}$, so that
\begin{equation}
\langle e^{ikx}\rangle=\int_0^\infty W(v)\,e^{-k^2v/2}\,dv .
\label{eq:char}
\end{equation}
This is the Laplace transform of $W$ at the argument $q=k^2/2$. The two-sided exponential has
\begin{equation}
\langle e^{ikx}\rangle=\frac1b\int_0^\infty e^{-x/b}\cos kx\,dx
=\frac{1}{1+b^2k^2}=\frac1{1+2b^2q}.
\end{equation}
The right-hand side is the Laplace transform of an exponential law with mean $2b^2$. A Laplace transform determines its distribution uniquely. Within Gaussian mixtures of common mean, the exponential variance law is therefore necessary as well as sufficient for Eq.~\eqref{eq:laplace} to hold at every $x$. It is not necessary for an exponential deep tail alone.

A gamma law with the same mean shows what changes otherwise. Take $W(v)=(4v/\theta^2)e^{-2v/\theta}$, which suppresses very quiet patches. Its Laplace transform is $(1+\theta q/2)^{-2}$. With $q=k^2/2$ and $c_2=\sqrt\theta/2$, the characteristic function is $(1+c_2^2k^2)^{-2}$, so $p$ is the convolution of two two-sided exponentials of width $c_2$. For $x>0$,
\begin{equation}
p(x)=\frac1{4c_2^2}\int_{-\infty}^{\infty}e^{-(|y|+|x-y|)/c_2}\,dy .
\end{equation}
The interval $0<y<x$ contributes $x\,e^{-x/c_2}$ to the integral, and each outer region contributes $(c_2/2)e^{-x/c_2}$. Therefore
\begin{equation}
p(x)=\frac{1+|x|/c_2}{4c_2}\,e^{-|x|/c_2}.
\end{equation}
The local width $w=-(d\ln p/dx)^{-1}$ equals $c_2(1+c_2/x)$ and drifts with depth. For $\sqrt\theta=30$ meV, $c_2=15$ meV, and $w$ falls from 19.5 meV at 50 meV to 16.1 meV at 200 meV.

It also matters that the variance is exponentially distributed, and not the standard deviation $\sigma$. With a law $e^{-\sigma/\sigma_0}$, the exponent $x^2/2\sigma^2+\sigma/\sigma_0$ is least at $\sigma^3=x^2\sigma_0$, where it equals $\tfrac32(|x|/\sigma_0)^{2/3}$. To leading exponential order the tail is then stretched, with no fixed width.

\subsection{Where the deep edges come from}

The exponent in Eq.~\eqref{eq:mix} is $x^2/2v+v/\theta$. Setting its derivative $-x^2/2v^2+1/\theta$ to zero gives $v=|x|\sqrt{\theta/2}=b|x|$, and the minimum is
\begin{equation}
\frac{|x|}{2b}+\frac{b|x|}{\theta}=\frac{|x|}{2b}+\frac{|x|}{2b}=\frac{|x|}{b}.
\end{equation}
A deep edge is a compromise between an improbable fluctuation in an ordinary patch and an ordinary fluctuation in an improbably disordered patch.

The mean variance behind an edge at $x$ follows by differentiation. With $\beta=1/\theta$, Eqs.~\eqref{eq:mix} and \eqref{eq:laplace} give
\begin{equation}
F(\beta)=\int_0^\infty e^{-\beta v}\frac{e^{-x^2/2v}}{\sqrt{2\pi v}}dv
=\theta p(x)=\frac{e^{-|x|\sqrt{2\beta}}}{\sqrt{2\beta}} .
\end{equation}
Each derivative $-d/d\beta$ brings down a factor $v$, so
\begin{equation}
\langle v\,|\,x\rangle=-\frac{d\ln F}{d\beta}
=\frac1{2\beta}+\frac{|x|}{\sqrt{2\beta}}=b^2+b|x| .
\label{eq:cond}
\end{equation}

Two changes of the model have opposite consequences. If no patch can have a variance above $V$, the favoured value $b|x|$ is unavailable once $|x|>V/b$. Far beyond that depth the exponent is $x^2/2V$, and the tail is Gaussian. If instead every edge receives an additional independent Gaussian shift $y$ of variance $s_0^2$, then deep in the tail
\begin{equation}
p_{s_0}(x)\simeq\frac{e^{-|x|/b}}{2b}\,\langle e^{y/b}\rangle
=p(x)\,e^{s_0^2/2b^2}.
\label{eq:floor}
\end{equation}
Here $|x-y|$ was replaced by $|x|-y$, with $y$ counted towards $x$. This is justified when $|x|-s_0^2/b\gg s_0$, since the weight $e^{y/b}e^{-y^2/2s_0^2}$ is centred at $s_0^2/b$ with spread $s_0$. Common broadening raises the deep tail and leaves its slope unchanged.

\subsection{Density of states}

Suppose the edge varies slowly enough for each region to have its own parabolic band, with isotropic mass $m$. The local density of states, both spins included, is $A\sqrt{E-x}$ for $E>x$, with $A=(2m/\hbar^2)^{3/2}/2\pi^2$. For $E<0$, below the mean edge, all contributing edges have $x<E<0$. With $u=E-x$,
\begin{align}
g(E)&=\frac{A}{2b}\int_{-\infty}^{E}\sqrt{E-x}\;e^{x/b}\,dx
=\frac{A}{2b}\,e^{E/b}\int_0^\infty\sqrt u\,e^{-u/b}\,du\nonumber\\
&=\frac{A}{2b}\,e^{E/b}\,\frac{\sqrt\pi}{2}\,b^{3/2}
=\frac{A\sqrt{\pi b}}{4}\,e^{E/b}.
\label{eq:dos}
\end{align}
In this semiclassical model the tail is a pure exponential from the mean edge downward, with the width of the edge distribution. Above the mean edge, both sides of $p$ contribute and the form changes. For $E\gg b$, expanding $\sqrt{E-x}$ to second order gives $g\simeq A\sqrt E\,(1-\theta/8E^2)$, which returns to the band of a uniform film.

The same integral describes an Urbach edge in optical absorption if $x$ is reinterpreted as the fluctuation of the local gap and the local absorption rises as the square root of the excess photon energy with a constant prefactor. The relevant $\theta$ is then that of the gap, not of one band edge, and it is the variance of the gap that must be exponentially distributed. Two independent band edges with equal exponential tails do not meet this condition: the gap fluctuation is then a convolution of two two-sided exponentials, whose width drifts with depth as in the gamma-law example.

\subsection{Carriers and the condition $b<kT$}

At low filling, a region with edge $x$ holds a carrier density $N_c\,e^{(\mu-x)/kT}$, where $\mu$ is the chemical potential measured from the mean edge and $N_c$ the effective band density. Relative to a uniform film at the same $\mu$, the average density is enhanced by
\begin{align}
\langle e^{-x/kT}\rangle
&=\frac1{2b}\int_0^\infty\!\left[e^{-y(1/b-1/kT)}+e^{-y(1/b+1/kT)}\right]dy\nonumber\\
&=\frac12\left[\frac1{1-r}+\frac1{1+r}\right]=\frac{1}{1-r^2},
\qquad r=\frac b{kT}.
\label{eq:boost}
\end{align}
The first term comes from lowered edges and converges for $r<1$. For weak disorder the enhancement is $1+r^2$, which agrees to this order with the Gaussian result $e^{\theta/2(kT)^2}=e^{r^2}$. As $r\to1$ it diverges. The divergence belongs to the Boltzmann approximation, which assigns unlimited occupation to deep edges. With Fermi statistics, a region far below $\mu$ holds a density growing as $(\mu-x)^{3/2}$, and the factor $e^{x/b}$ makes the average finite.

\subsection{Worked example}

Take $\sqrt\theta=30$ meV, $m=0.35$ electron masses and 300 K. Then $\theta=900$ meV$^2$ and
\begin{equation}
b=\sqrt{900/2}\ \text{meV}=21.2\ \text{meV}=7.80\times10^{-4}\ \text{hartree}.
\end{equation}
In 300\,000 edges drawn by first choosing $v$ and then $x$, the cumulative distribution departed from that of Eq.~\eqref{eq:laplace} by at most 0.0011, within the sampling scale $1/\sqrt{300\,000}=0.0018$.

At a depth of 100 meV the edge density is $e^{-100/21.2}/42.4=2.11\times10^{-4}$ per meV, which is 4.1 times that of a Gaussian with the same variance. At 200 meV the ratio is $6.4\times10^5$. Equation~\eqref{eq:cond} shows what sustains the tail: at 100 meV the mean local variance is $450+2121=2571$ meV$^2$, a local spread of 51 meV, and at 200 meV the spread is 69 meV.

A cap of 60 meV on the local spread, $V=3600$ meV$^2$, should therefore act near $V/b=170$ meV. With $\theta$ held fixed in Eq.~\eqref{eq:W} and the truncated law renormalised, the edge density falls to 0.85 of its uncapped value at 100 meV and to 0.26 at 200 meV. The local width shrinks to 19.2 and 14.7 meV. Extra common broadening of 10 meV multiplies the deep tail by $e^{100/900}=1.12$.

Equation~\eqref{eq:dos} gives $9.1\times10^{19}$ cm$^{-3}$\,eV$^{-1}$ at the mean edge and $8.2\times10^{17}$ at 100 meV below. The states below the mean edge number $b\,g(0)=0.0212\times9.10\times10^{19}=1.93\times10^{18}$ cm$^{-3}$.

For the carriers, $kT=25.9$ meV, $r=0.821$, and the dilute enhancement is 3.06, against 1.96 for the Gaussian of equal variance. Below 246 K, where $kT=b$, the Boltzmann average no longer exists. Fermi statistics already matter at 300 K. With $\mu=-150$ meV, the Boltzmann density is $4.8\times10^{16}$ cm$^{-3}$ and the Fermi density $3.8\times10^{16}$ cm$^{-3}$, so the former is 26\% too high relative to the latter. The reason lies in Eq.~\eqref{eq:boost}: its deep-side integrand decays over $b/(1-r)=118$ meV, so edges below $\mu$ supply
\begin{equation}
\frac{1}{2(1-r)}\,e^{-150/118}\simeq0.78
\end{equation}
of the total 3.06. In those regions the Boltzmann law is invalid, although the average filling of the band is low. Both densities treat the edges as rigid, unshifted by the charge they collect. This is a real limit: a region of 10 nm radius with its edge at $\mu$ would hold about 17 electrons, while the charging energy $e^2/4\pi\varepsilon R$ is about 14 meV per electron for an assumed relative permittivity of 10. A crude estimate with such a charging term lowers the density to about $2.7\times10^{16}$ cm$^{-3}$, so at this length scale the Fermi value is itself too high unless the edge distribution is already the screened one.

\subsection{Confinement, leakage and field}

The semiclassical step needs pockets of lowered edge that are wide compared with the electron's wavelength. Consider a spherical pocket of radius $R$ and depth $D=-x$, surrounded by material at the mean edge. Let the ground state lie $K$ above the pocket floor, with binding energy $B=D-K$. The radial function $r\psi$ is $\sin kr$ inside and proportional to $e^{-\kappa r}$ outside, with $k^2=2mK/\hbar^2$ and $\kappa^2=2mB/\hbar^2$. Matching value and slope at $R$ gives $k\cot kR=-\kappa$. A bound state first appears when $\kappa=0$ and $kR=\pi/2$, at
\begin{equation}
D_{\min}=\frac{\pi^2\hbar^2}{8mR^2},
\label{eq:dmin}
\end{equation}
one quarter of the hard-wall confinement energy $\pi^2\hbar^2/2mR^2$.

The depth enters the Hamiltonian as $-D$ times a function equal to one inside the pocket. By the Hellmann--Feynman theorem, $dB/dD=P_{\rm in}$, the probability of finding the electron inside. The fraction of pockets with binding above $B$ is $\tfrac12e^{-D(B)/b}$, so at fixed $R$
\begin{equation}
-\frac{d}{dB}\ln\!\left(\tfrac12e^{-D(B)/b}\right)=\frac1b\frac{dD}{dB}=\frac1{b\,P_{\rm in}} .
\end{equation}
The count of ground states has local width $bP_{\rm in}$. For $R=10$ nm and $D=100$ meV, the state lies 8.8 meV above the floor, $P_{\rm in}=0.991$, and the width is 21.0 meV. Outside the pocket the amplitude, apart from a factor $1/r$, decays over $1/\kappa=1.1$ nm, so tunnelling between such pockets falls rapidly with their separation.

This agreement concerns the slope of the tail, not the number of states, and it depends on the chosen radius. The states counted in Eq.~\eqref{eq:dos} lie of order $b$ above their local floor, and the wavelength at kinetic energy $b$ is 14 nm, not small against the 20 nm diameter. At this radius the magnitude in Eq.~\eqref{eq:dos} is therefore only a rough estimate. Summing all bound levels of such pockets, taken to fill the film, gives 0.69 of the semiclassical number of states below $-91$ meV; the ratio is 0.43 for $R=5$ nm and 0.92 for $R=40$ nm. The hard-wall energy is 10.7 meV at 10 nm and reaches $b$ at 7.1 nm. By Eq.~\eqref{eq:dmin}, the least binding depth of 2.7 meV at 10 nm becomes about 270 meV at 1 nm. A field of $b/(2Re)=0.011$ MV/cm tilts the 10 nm pocket by $b$ across its diameter, which is about a quarter of the binding energy in the 100 meV example. Larger fields can make the tilt comparable with the binding energy.

A finite device also ends the tail. A film of 10~$\mu$m $\times$ 10~$\mu$m $\times$ 40 nm has the volume of $N=9.5\times10^5$ such pockets, which serves as an estimate of the number of edges. The expected number deeper than $y$ is $(N/2)e^{-y/b}$, which equals one at $y=b\ln(N/2)=277$ meV. This is an average over devices: pockets in one patch share a variance, so if a device holds only a few patches, its deepest edge is typically shallower. By Eq.~\eqref{eq:cond}, an edge that deep needs a typical local spread near 80 meV, so a 60 meV cap would act well before the device size does.

\subsection{Comparison with an amorphous oxide film}

These parameters lie in the rough regime of the conduction-band tail of amorphous indium gallium zinc oxide, for which tail widths of about 10 to a few tens of meV and masses near 0.35 are typical. The 10 nm radius is a model choice and is large for disorder on the scale of atomic neighbours. If the disorder is that short-ranged, the semiclassical step fails: at 1 nm a single pocket 100 meV deep binds nothing, and the tail of states must be found from the quantum problem in the full random potential, with a width that need not be $b$. Fields near a gate in accumulation can also far exceed 0.011 MV/cm. The case for using $b=\sqrt{\theta/2}$ for the tail of states therefore rests on smooth disorder and on a variance law shown to be exponential well beyond $v=b|x|$ for the deepest edge $x$ of interest. The bound-state estimate also leaves out any applied field, so it does not show how the tail responds to one. An exponential tail in data does not by itself establish this mechanism, since the uniqueness shown above holds only within Gaussian mixtures and only for the whole distribution. By Eq.~\eqref{eq:floor}, a common variance of 400 meV$^2$ added to an exponential law of mean 500 meV$^2$ also has a spread of 30 meV and an exponential deep tail, but its width is $\sqrt{500/2}=15.8$ meV. The numerical output lists most of the values used here; the others follow from the equations given.

\section*{Numbers as computed}
\begin{verbatim}
rms edge fluctuation sqrt(theta): 30 meV
mean variance theta: 900 meV^2
exponential width b: 21.213 meV
exponential width b: 7.7957e-04 hartree
Kolmogorov distance of 300000 samples: 0.00113
edge density at depth 100 meV: 2.1139e-04 1/meV
  Gaussian of equal variance there: 5.1409e-05 1/meV
  ratio exponential/Gaussian: 4.112
  mean local variance there: 2571.3 meV^2
  its square root: 50.71 meV
edge density at depth 200 meV: 1.8958e-06 1/meV
  Gaussian of equal variance there: 2.9703e-12 1/meV
  ratio exponential/Gaussian: 6.383e+05
  mean local variance there: 4692.6 meV^2
  its square root: 68.50 meV
gamma-law local width at 50 meV: 19.50 meV
gamma-law local width at 200 meV: 16.13 meV
cap on local standard deviation: 60 meV
capped/uncapped density at 100 meV: 0.8497
  capped local width there: 19.22 meV
capped/uncapped density at 200 meV: 0.2559
  capped local width there: 14.70 meV
extra common broadening: 10 meV
  factor on deep tail: 1.1175
effective mass: 0.35 electron masses
tail state density at mean edge: 9.103e+19 cm^-3 eV^-1
tail state density 100 meV below: 8.164e+17 cm^-3 eV^-1
states below mean edge: 1.931e+18 cm^-3
temperature: 300 K
thermal energy kT: 25.852 meV
temperature where kT = b: 246.2 K
dilute carrier enhancement: 3.061
  same from grid average: 3.061
  Gaussian of equal variance: 1.961
chemical potential from mean edge: -150 meV
effective band density Nc: 5.196e+18 cm^-3
carriers, Boltzmann: 4.805e+16 cm^-3
carriers, Fermi: 3.816e+16 cm^-3
  enhancement with Fermi statistics: 2.434
pocket radius: 10 nm
hard-wall confinement energy: 10.74 meV
radius where that energy equals b: 7.12 nm
least pocket depth that binds: 2.69 meV
test pocket depth: 100 meV
  ground state above pocket floor: 8.78 meV
  probability inside: 0.9913
  local width of bound-state count: 21.03 meV
  tunnelling decay length 1/kappa: 1.09 nm
field tilting the pocket by b: 0.0106 MV/cm
device: 10 um x 10 um x 40 nm
pockets filling the device: 9.549e+05
depth with one expected pocket: 277.4 meV
\end{verbatim}
